# Why an oxide-coated polymer can keep the bare film's activation energy: a program that tests the result

```python
"""
Result under test: a polymer film under an impermeable oxide with open defects
keeps the activation energy of the bare polymer, because the flux is limited by
diffusion in the polymer below each defect:
    G1 = 4 a P / (1 - (2 ln2/pi) a/L),    E_app = sum_i phi_i E_i.
Symbols: a defect radius, h oxide thickness, L polymer thickness, b radius of
the cell that belongs to one defect, P polymer permeability, G1 conductance of
one defect (flow per pressure difference), phi_i share of the dissipation in
region i, E_i activation energy of region i, B barrier improvement factor.
The reference side is a finite-volume solution of div(P grad u) = 0 in an
axisymmetric cell: u = 1 above the oxide, u = 0 below the polymer.
Lengths are in nm; permeabilities are relative to the polymer at 300 K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from scipy.special import j1

KB = const.k / const.e          # eV/K
RGAS = const.R                  # J/(mol K)


def graded(length, first, growth):
    """Cell widths that grow geometrically away from an interface."""
    count = int(np.ceil(np.log(1 + length * (growth - 1) / first) / np.log(growth)))
    w = growth ** np.arange(max(3, count))
    return w * length / w.sum()


def solve_cell(a, h, L, b, perm, aniso=1.0, growth=1.15, first=0.002):
    """perm = (polymer, defect, oxide); aniso = in-plane/through-plane ratio in
    the polymer. Returns conductance, dissipation shares, depths, axial u."""
    f = first * a
    dr = np.concatenate([graded(a, f, growth)[::-1], graded(b - a, f, growth)])
    n_in = len(graded(a, f, growth))
    top = graded(h, f, growth)[::-1]
    dz = np.concatenate([top, graded(L, f, growth)])
    nr, nz = len(dr), len(dz)
    edge = np.concatenate([[0.0], np.cumsum(dr)])
    ring = np.pi * (edge[1:] ** 2 - edge[:-1] ** 2)
    region = np.zeros((nz, nr), dtype=int)
    region[:len(top), :n_in] = 1
    region[:len(top), n_in:] = 2
    pz = np.array(perm, dtype=float)[region]
    pr = pz * np.where(region == 0, aniso, 1.0)
    # resistances from a cell centre to its faces
    half_z = 0.5 * dz[:, None] / (pz * ring[None, :])
    face = 2 * np.pi * edge[1:-1][None, :] * dz[:, None]
    left = 0.5 * dr[None, :-1] / (pr[:, :-1] * face)
    right = 0.5 * dr[None, 1:] / (pr[:, 1:] * face)
    gz = 1 / (half_z[:-1] + half_z[1:])
    gr = 1 / (left + right)
    g_top, g_bot = 1 / half_z[0], 1 / half_z[-1]
    idx = np.arange(nz * nr).reshape(nz, nr)
    diag = np.zeros((nz, nr))
    diag[:-1] += gz
    diag[1:] += gz
    diag[:, :-1] += gr
    diag[:, 1:] += gr
    diag[0] += g_top
    diag[-1] += g_bot
    i1 = np.concatenate([idx[:-1].ravel(), idx[:, :-1].ravel()])
    i2 = np.concatenate([idx[1:].ravel(), idx[:, 1:].ravel()])
    g = np.concatenate([gz.ravel(), gr.ravel()])
    rows = np.concatenate([idx.ravel(), i1, i2])
    cols = np.concatenate([idx.ravel(), i2, i1])
    vals = np.concatenate([diag.ravel(), -g, -g])
    rhs = np.zeros((nz, nr))
    rhs[0] = g_top
    matrix = coo_matrix((vals, (rows, cols)), shape=(nz * nr, nz * nr)).tocsc()
    u = splu(matrix, permc_spec="MMD_AT_PLUS_A").solve(rhs.ravel()).reshape(nz, nr)
    conductance = float(np.sum(g_bot * u[-1]))
    # dissipation, credited to the cell in which it occurs
    power = np.zeros((nz, nr))
    qz = gz * (u[:-1] - u[1:])
    qr = gr * (u[:, :-1] - u[:, 1:])
    power[:-1] += qz ** 2 * half_z[:-1]
    power[1:] += qz ** 2 * half_z[1:]
    power[:, :-1] += qr ** 2 * left
    power[:, 1:] += qr ** 2 * right
    power[0] += (g_top * (1 - u[0])) ** 2 * half_z[0]
    power[-1] += (g_bot * u[-1]) ** 2 * half_z[-1]
    share = np.array([power[region == k].sum() for k in range(3)]) / conductance
    depth = np.cumsum(dz) - 0.5 * dz - h
    return conductance, share, depth, u[:, 0]


def access(a, L):
    """Conductance of one open defect for unit polymer permeability."""
    return 4 * a / (1 - 2 * np.log(2) / np.pi * a / L)


# ---- inputs: rough values in the regime of oxygen through silica-coated PET
T0 = 300.0
L, h, a = 12000.0, 50.0, 500.0
density_mm2 = 1000.0
E_P, E_ox, E_h = 0.30, 1.10, 0.60
otr_bare = 120.0                # cm3(STP)/(m2 day bar)
M_O2 = 0.032                    # kg/mol
D_gas = 2e-5                    # m2/s, rough, oxygen in air at 300 K
b = 1 / np.sqrt(np.pi * density_mm2 * 1e-12)
cell_area = np.pi * b ** 2
molar_cm3 = RGAS * 273.15 / 101325 * 1e6
P_SI = otr_bare / molar_cm3 / 86400 / 1e5 * L * 1e-9     # mol/(m s Pa)


def boltz(E, T):
    """Arrhenius factor relative to T0."""
    return np.exp(-E / KB * (1 / T - 1 / T0))


def gas_perm(T):
    """Gas in the open defect: wall and molecular collisions in series."""
    speed = np.sqrt(8 * RGAS * T / (np.pi * M_O2))
    d_wall = 2 / 3 * a * 1e-9 * speed
    d_bulk = D_gas * (T / 300) ** 1.75
    return 1 / (1 / d_wall + 1 / d_bulk) / (RGAS * T) / P_SI


ox_ratio = np.exp(-(E_ox - E_P) / (KB * T0))   # equal prefactors assumed


def real_perm(T):
    return (boltz(E_P, T), gas_perm(T), ox_ratio * boltz(E_ox, T))


print("INPUTS (rough or model values)")
print(f"polymer thickness L = {L:.0f} nm; oxide thickness h = {h:.0f} nm")
print(f"defect radius a = {a:.0f} nm; density n = {density_mm2:.0f} per mm2")
print(f"cell radius b = {b:.0f} nm; temperature = {T0:.0f} K")
print(f"E_P = {E_P:.2f} eV; E_ox = {E_ox:.2f} eV; E_h = {E_h:.2f} eV")
print(f"bare transmission = {otr_bare:.0f} cm3(STP)/(m2 day bar)")

# ---- conductance of one defect, with grid refinement
G_num, share, depth, axis = solve_cell(a, h, L, b, real_perm(T0))
G_fine = solve_cell(a, h, L, b, real_perm(T0), growth=1.08, first=0.001)[0]
G1 = access(a, L)
assert abs(G_fine / G_num - 1) < 0.01
assert abs(G_fine / G1 - 1) < 0.01      # rim grid error and neighbour effect
assert abs(share.sum() - 1) < 1e-6
B_formula = cell_area / L / G1
B_num = cell_area / L / G_fine
B_area = 1 / (np.pi * a ** 2 / cell_area)
print("ONE DEFECT AND THE COATED FILM AT 300 K")
print(f"G1/P: formula = {G1:.1f} nm; numerical = {G_fine:.1f} nm")
print(f"shift of G1 on grid refinement = {100*(G_fine/G_num-1):.3f} percent")
print(f"barrier factor B: formula = {B_formula:.2f}; numerical = {B_num:.2f}")
print(f"open area fraction = {1/B_area:.3e}; B from area alone = {B_area:.0f}")
print(f"coated transmission = {otr_bare/B_num:.2f} cm3(STP)/(m2 day bar)")
u_a = np.interp(a, depth, axis)
assert abs(u_a - 0.5) < 0.02            # sink at finite depth lowers it slightly
print(f"u on the axis at depth a = {u_a:.3f} (half-space theory 0.5)")

# ---- image correction where it is large, and scaling with a and L
wide = 96000.0
open_hole = (1.0, 1e8, 1e-13)
G_big = solve_cell(3000., h, L, wide, open_hole)[0]
assert abs(G_big / access(3000., L) - 1) < 0.01
G_ref = solve_cell(a, h, L, wide, open_hole)[0]
G_half = solve_cell(a / 2, h, L, wide, open_hole)[0]
G_thick = solve_cell(a, h, 2 * L, wide, open_hole)[0]
power_a = np.log(G_ref / G_half) / np.log(2)
assert abs(power_a - 1) < 0.03 and abs(G_thick / G_ref - 1) < 0.03
print(f"a = 3000 nm: G1/(4aP) numerical = {G_big/12000:.3f}, "
      f"formula = {access(3000., L)/12000:.3f}")
print(f"exponent of G1 in the radius = {power_a:.3f}")
print(f"G1 at doubled L / G1 = {G_thick/G_ref:.3f} (bare film: 0.5)")

# ---- Arrhenius fit of the full model
temps = np.array([283., 300., 317., 333.])
G_T = np.array([solve_cell(a, h, L, b, real_perm(T))[0] for T in temps])
bare_T = boltz(E_P, temps) * cell_area / L
x = -1 / (KB * temps)
fit_c, fit_b = np.polyfit(x, np.log(G_T), 1), np.polyfit(x, np.log(bare_T), 1)
assert abs(fit_c[0] - fit_b[0]) < 1e-4
pre_ratio = np.exp(fit_c[1] - fit_b[1])
assert abs(pre_ratio * B_num - 1) < 0.01
print("ARRHENIUS FIT, 283 TO 333 K")
print(f"E_app: bare = {fit_b[0]:.4f} eV; coated = {fit_c[0]:.4f} eV")
print(f"coated E_app converted = {fit_c[0]*const.e*const.N_A/1000:.1f} kJ/mol")
print(f"prefactor ratio coated/bare = {pre_ratio:.4f}")
print(f"B at 283 K = {bare_T[0]/G_T[0]:.2f}; at 333 K = {bare_T[-1]/G_T[-1]:.2f}")

# ---- dissipation theorem with all three regions active
energies = np.array([E_P, E_h, E_ox])
mix = np.array([1.0, 0.1, 5e-5])
_, phi, _, _ = solve_cell(a, h, L, b, mix)
beta0, db = 1 / (KB * T0), 0.01
lnG = [np.log(solve_cell(a, h, L, b, mix * np.exp(-s * db * energies))[0])
       for s in (1, -1)]
E_diff = -(lnG[0] - lnG[1]) / (2 * db)
E_theorem = float(phi @ energies)
assert phi.min() > 0.05 and abs(E_diff - E_theorem) < 1e-4
print("DISSIPATION THEOREM, MIXED TEST CASE (P_h/P = 0.1, P_ox/P = 5e-5)")
print(f"shares: polymer {phi[0]:.3f}, defect {phi[1]:.3f}, oxide {phi[2]:.3f}")
print(f"E_app: from slope = {E_diff:.5f} eV; from shares = {E_theorem:.5f} eV")

# ---- defects filled with an activated medium, P_h = P at 300 K
integral = quad(lambda t: (j1(t) / t) ** 2, 1e-12, 200, limit=1000)[0]
assert abs(integral - 4 / (3 * np.pi)) < 2e-5     # tail beyond 200 left out
uniform_factor = 4 * 2 * integral / np.pi         # uniform-flux / equipotential
a_star = 4 * h / np.pi
print("FILLED DEFECTS (E_h = 0.60 eV, P_h = P at 300 K)")
print(f"crossover radius a* = {a_star:.1f} nm")
print(f"access resistance, uniform flux/equipotential = {uniform_factor:.4f}")
for rad in (5., 20., a_star, 500.):
    G_f, ph, _, _ = solve_cell(rad, h, L, b, (1.0, 1.0, 1e-13))
    R_h, R_a = h / (np.pi * rad ** 2), 1 / access(rad, L)
    R_upper = R_h + R_a + (uniform_factor - 1) / (4 * rad)
    assert (R_h + R_a) * 0.995 < 1 / G_f < R_upper * 1.005   # grid error
    E_form = E_P + (E_h - E_P) / (1 + rad / a_star)
    E_num = float(ph @ energies)
    assert abs(E_form - E_num) < 0.01
    print(f"a = {rad:5.1f} nm: E_app formula {E_form:.3f}, numerical {E_num:.3f} eV")

# ---- a uniform defect-free layer with the same barrier factor


def uniform_permeance(T):
    return 1 / (1 / boltz(E_P, T) + (B_num - 1) / boltz(E_ox, T))


t1, t2 = 1 / (KB * (beta0 + db)), 1 / (KB * (beta0 - db))
E_uni = -np.log(uniform_permeance(t1) / uniform_permeance(t2)) / (2 * db)
assert abs(E_uni - (E_P + (1 - 1 / B_num) * (E_ox - E_P))) < 1e-3
B_uni_hot = boltz(E_P, 333.) / uniform_permeance(333.)
print("UNIFORM LAYER WITH THE SAME B AT 300 K")
print(f"E_app = {E_uni:.3f} eV; B at 333 K = {B_uni_hot:.2f}")

# ---- size of what the simple model neglects
phi_need = 0.01 / (E_ox - E_P)
ox_need = phi_need / (1 - phi_need) * G1 * h / cell_area
_, ph, _, _ = solve_cell(a, h, L, b, (1.0, gas_perm(T0), ox_need))
assert abs(ph[2] / phi_need - 1) < 0.08   # polymer below the oxide is not at u = 0
T_need = -(E_ox - E_P) / (KB * np.log(ox_need))
speed0 = np.sqrt(8 * RGAS * T0 / (np.pi * M_O2))
a_open = np.sqrt(6 * h * 1e-9 * P_SI * RGAS * T0 / (np.pi * speed0)) * 1e9
G_an = solve_cell(a, h, L, wide, open_hole, aniso=4.0)[0]
assert abs(G_an / (2 * access(a, 2 * L)) - 1) < 0.01
weight = np.log(G_an / G_ref) / np.log(4)
assert abs(weight - 0.5) < 0.02
print("NEGLECTED EFFECTS")
print(f"gas/polymer permeability in the open defect = {gas_perm(T0):.2e}")
print(f"defect/access resistance = {4*h/(np.pi*a*gas_perm(T0)):.1e}")
print(f"open-pore crossover radius (wall collisions) = {a_open:.4f} nm")
print(f"P_ox/P that shifts E_app by 0.01 eV = {ox_need:.2e}")
print(f"P_ox/P of the model oxide at 300 K = {ox_ratio:.1e}")
print(f"model oxide reaches that shift at {T_need:.0f} K")
print(f"radius growing 1e-4 per K shifts E_app by {KB*T0**2*1e-4:.5f} eV")
print(f"weight of the in-plane energy in an anisotropic film = {weight:.3f}")
print(f"in-plane energy higher by 0.02 eV shifts E_app by {0.02*weight:.4f} eV")
print("every check passed")
```

It prints:

```
INPUTS (rough or model values)
polymer thickness L = 12000 nm; oxide thickness h = 50 nm
defect radius a = 500 nm; density n = 1000 per mm2
cell radius b = 17841 nm; temperature = 300 K
E_P = 0.30 eV; E_ox = 1.10 eV; E_h = 0.60 eV
bare transmission = 120 cm3(STP)/(m2 day bar)
ONE DEFECT AND THE COATED FILM AT 300 K
G1/P: formula = 2037.5 nm; numerical = 2030.5 nm
shift of G1 on grid refinement = 0.219 percent
barrier factor B: formula = 40.90; numerical = 41.04
open area fraction = 7.854e-04; B from area alone = 1273
coated transmission = 2.92 cm3(STP)/(m2 day bar)
u on the axis at depth a = 0.492 (half-space theory 0.5)
a = 3000 nm: G1/(4aP) numerical = 1.119, formula = 1.124
exponent of G1 in the radius = 1.013
G1 at doubled L / G1 = 0.991 (bare film: 0.5)
ARRHENIUS FIT, 283 TO 333 K
E_app: bare = 0.3000 eV; coated = 0.3000 eV
coated E_app converted = 28.9 kJ/mol
prefactor ratio coated/bare = 0.0243
B at 283 K = 41.13; at 333 K = 41.13
DISSIPATION THEOREM, MIXED TEST CASE (P_h/P = 0.1, P_ox/P = 5e-5)
shares: polymer 0.223, defect 0.253, oxide 0.524
E_app: from slope = 0.79494 eV; from shares = 0.79494 eV
FILLED DEFECTS (E_h = 0.60 eV, P_h = P at 300 K)
crossover radius a* = 63.7 nm
access resistance, uniform flux/equipotential = 1.0807
a =   5.0 nm: E_app formula 0.578, numerical 0.578 eV
a =  20.0 nm: E_app formula 0.528, numerical 0.527 eV
a =  63.7 nm: E_app formula 0.450, numerical 0.449 eV
a = 500.0 nm: E_app formula 0.334, numerical 0.338 eV
UNIFORM LAYER WITH THE SAME B AT 300 K
E_app = 1.081 eV; B at 333 K = 2.86
NEGLECTED EFFECTS
gas/polymer permeability in the open defect = 9.50e+08
defect/access resistance = 1.3e-10
open-pore crossover radius (wall collisions) = 0.0020 nm
P_ox/P that shifts E_app by 0.01 eV = 1.29e-06
P_ox/P of the model oxide at 300 K = 3.6e-14
model oxide reaches that shift at 685 K
radius growing 1e-4 per K shifts E_app by 0.00078 eV
weight of the in-plane energy in an anisotropic film = 0.493
in-plane energy higher by 0.02 eV shifts E_app by 0.0099 eV
every check passed
```
